# Silicon's longitudinal [110] nonlinearity parameter from its elastic constants: test program

```python
"""
Result under test: for longitudinal waves along [110] in a cubic crystal,
    rho U_tt = K2 (1 - beta U_X) U_XX,  beta = -3 - K3/K2,
    K2 = (C11+C12+2 C44)/2,  K3 = (C111+3 C112+12 C166)/4.
U is displacement, X the undeformed coordinate, rho the undeformed density.
Cij and Cijk are derivatives of energy per undeformed volume with respect
to Lagrangian Voigt strains (shear components are doubled).
Silicon inputs are rough, rounded room-temperature data, not results.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.integrate import quad


def elastic_energy(strain, constants):
    c11, c12, c44, c111, c112, c123, c144, c166, c456 = constants
    x, y, z = strain[0, 0], strain[1, 1], strain[2, 2]
    a, b, g = 2*strain[1, 2], 2*strain[0, 2], 2*strain[0, 1]
    second = (c11*(x**2 + y**2 + z**2)/2 + c12*(x*y + y*z + z*x)
              + c44*(a**2 + b**2 + g**2)/2)
    third = (c111*(x**3 + y**3 + z**3)/6
             + c112*(x**2*(y+z) + y**2*(x+z) + z**2*(x+y))/2
             + c123*x*y*z + c144*(x*a**2 + y*b**2 + z*g**2)/2
             + c166*(x*(b**2+g**2) + y*(a**2+g**2) + z*(a**2+b**2))/2
             + c456*a*b*g)
    return second + third


# Cubic symmetry: count the invariants and test the energy's invariance.
group = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((-1, 1), repeat=3):
        group.append(np.diag(signs) @ np.eye(3)[list(order)])


def strain_character(g):
    return (np.trace(g)**2 + np.trace(g @ g))/2


count2 = np.mean([(strain_character(g)**2 + strain_character(g @ g))/2
                  for g in group])
count3 = np.mean([(strain_character(g)**3
                   + 3*strain_character(g)*strain_character(g @ g)
                   + 2*strain_character(g @ g @ g))/6 for g in group])
assert abs(count2 - 3) < 1e-12 and abs(count3 - 6) < 1e-12
rng = np.random.default_rng(4)
trial_constants = rng.normal(size=9)
trial_strain = rng.normal(size=(3, 3))
trial_strain = (trial_strain + trial_strain.T)/2
trial_energy = elastic_energy(trial_strain, trial_constants)
for g in group:
    rotated = elastic_energy(g @ trial_strain @ g.T, trial_constants)
    assert abs(rotated - trial_energy) < 1e-10

# Differentiate the energy of the actual deformation.
symbols = sp.symbols('C11 C12 C44 C111 C112 C123 C144 C166 C456')
C11, C12, C44, C111, C112, C123, C144, C166, C456 = symbols
e, s, r = sp.symbols('e s r')
n = sp.Matrix([1, 1, 0])/sp.sqrt(2)
m = sp.Matrix([1, -1, 0])/sp.sqrt(2)
axis_z = sp.Matrix([0, 0, 1])
F = sp.eye(3) + (e*n + s*m + r*axis_z)*n.T
lagrangian = (F.T*F - sp.eye(3))/2
energy_full = elastic_energy(lagrangian, symbols)
energy_long = sp.expand(energy_full.subs({s: 0, r: 0}))
for transverse in (s, r):
    traction = sp.diff(energy_full, transverse).subs({s: 0, r: 0})
    assert sp.expand(traction) == 0
assert not energy_long.free_symbols.intersection({C123, C144, C456})
K2_formula = (C11 + C12 + 2*C44)/2
K3_formula = (C111 + 3*C112 + 12*C166)/4
energy_d2 = sp.diff(energy_long, e, 2)
energy_d3 = sp.diff(energy_long, e, 3)
assert sp.simplify(energy_d2.subs(e, 0) - K2_formula) == 0
assert sp.simplify(energy_d3.subs(e, 0)
                   - 3*K2_formula - K3_formula) == 0
beta_energy = -energy_d3.subs(e, 0)/energy_d2.subs(e, 0)
assert sp.simplify(beta_energy + 3 + K3_formula/K2_formula) == 0

# Rough silicon inputs in GPa.
c11, c12, c44 = 166.0, 64.0, 80.0
c111, c112, c166 = -830.0, -450.0, -310.0
inputs = np.array([c11, c12, c44, c111, c112, c166])


def moduli_and_beta(values):
    a, b, d, f, g, h = values
    k2 = (a + b + 2*d)/2
    k3 = (f + 3*g + 12*h)/4
    return k2, k3, -3 - k3/k2


K2, K3, beta = moduli_and_beta(inputs)
substitution = dict(zip((C11, C12, C44, C111, C112, C166), inputs))
assert abs(float(beta_energy.subs(substitution)) - beta) < 1e-10
assert abs(beta - 4.6) < 0.05


def beta_interval(allowances):
    values = [moduli_and_beta(inputs + np.array(signs)*allowances)[2]
              for signs in itertools.product((-1, 1), repeat=6)]
    return min(values), max(values)


round_low, round_high = beta_interval(np.array([.5, .5, .5, 5, 5, 5]))
wide_low, wide_high = beta_interval(
    np.abs(inputs)*np.array([.01, .01, .01, .05, .05, .05]))
energy_100 = elastic_energy(sp.diag(e + e**2/2, 0, 0), symbols)
beta_100_expr = (-sp.diff(energy_100, e, 3)
                 / sp.diff(energy_100, e, 2)).subs(e, 0)
beta_100 = float(beta_100_expr.subs(substitution))
assert abs(beta_100 - (-3 - c111/c11)) < 1e-12

# Harmonic generation by characteristics of the full finite-strain law.
density = 2330.0
frequency, amplitude, distance = 30e6, 1e-9, 0.02
omega = 2*np.pi*frequency
speed = np.sqrt(K2*1e9/density)
wave_number = omega/speed
stiffness = sp.lambdify(e, energy_d2.subs(substitution), 'numpy')
nodes, weights = np.polynomial.legendre.leggauss(8)
nodes, weights = (nodes + 1)/2, weights/2
phase = np.arange(4096)*2*np.pi/4096


def material_speed(gradient):
    return np.sqrt(stiffness(gradient)*1e9/density)


def characteristic_wave(amp, length):
    velocity = -amp*omega*np.cos(phase)
    gradient = -velocity/speed
    for _ in range(6):
        integral = gradient*np.sum(
            weights*material_speed(gradient[:, None]*nodes), axis=1)
        gradient -= (integral + velocity)/material_speed(gradient)
    delay_rate = omega*(1/material_speed(gradient)
                        - 1/material_speed(0.0))
    arrival_phase = phase + length*delay_rate
    harmonic = -amp*np.mean(np.sin(phase)*np.cos(2*arrival_phase))/2
    slope = np.gradient(delay_rate, phase)
    return harmonic, 1/np.max(-slope)


for factor_a, factor_x in ((1, 1), (2, 1), (1, 2), (2, 2)):
    amp, length = factor_a*amplitude, factor_x*distance
    exact_harmonic, exact_steepening = characteristic_wave(amp, length)
    predicted = beta*wave_number**2*amp**2*length/8
    predicted_steepening = 2/(beta*wave_number**2*amp)
    sigma = length/predicted_steepening
    # The leading formula omits corrections of relative order sigma squared.
    assert abs(exact_harmonic/predicted - 1) < 0.5*sigma**2 + 1e-4
    assert abs(exact_steepening/predicted_steepening - 1) < 1e-3
harmonic = beta*wave_number**2*amplitude**2*distance/8
steepening = 2/(beta*wave_number**2*amplitude)
harmonic_char, _ = characteristic_wave(amplitude, distance)

# Diffraction from the anisotropic slowness surface.
n_num = np.array([1., 1., 0.])/np.sqrt(2)
m_num = np.array([1., -1., 0.])/np.sqrt(2)
z_num = np.array([0., 0., 1.])


def long_speed(directions):
    directions = np.atleast_2d(directions)
    matrix = (c12+c44)*directions[:, :, None]*directions[:, None, :]
    for i in range(3):
        matrix[:, i, i] = c44 + (c11-c44)*directions[:, i]**2
    return np.sqrt(np.linalg.eigvalsh(matrix)[:, -1]*1e9/density)


assert abs(long_speed(n_num)[0]/speed - 1) < 1e-12
beam_radius = 5e-3
rayleigh = wave_number*beam_radius**2/2
curvatures, beam_factor = [], 1.0
for side in (m_num, z_num):
    h = 2e-3
    near = np.cos(h)*n_num + np.sin(h)*side
    other = np.cos(h)*n_num - np.sin(h)*side
    second_derivative = (long_speed(near)[0] + long_speed(other)[0]
                         - 2*speed)/h**2
    curvature = 1 + second_derivative/speed
    formula_factor = (1 + (curvature*distance/rayleigh)**2)**(-0.25)
    angles = np.linspace(-0.1, 0.1, 4001)
    directions = (np.cos(angles)[:, None]*n_num
                  + np.sin(angles)[:, None]*side)
    speeds = long_speed(directions)
    q = omega*np.sin(angles)/speeds
    kx = omega*np.cos(angles)/speeds
    spectrum = np.exp(-q**2*beam_radius**2/4)
    summed = np.trapezoid(spectrum*np.exp(
        1j*(kx-wave_number)*distance), q) if hasattr(np, 'trapezoid') \
        else np.trapz(spectrum*np.exp(1j*(kx-wave_number)*distance), q)
    norm = np.sum((spectrum[1:] + spectrum[:-1])*np.diff(q))/2
    summed_loss = 1 - abs(summed)/norm
    assert abs(summed_loss/(1-formula_factor) - 1) < 0.05
    curvatures.append(curvature)
    beam_factor *= formula_factor

# Adiabatic shifts derived from a temperature-dependent free energy.
eta, theta, k2s, k3s, slope, b, heat, temp = sp.symbols(
    'eta theta k2 k3 slope b heat temp')
free = ((k2s+slope*theta)*eta**2/2 + k3s*eta**3/6
        - b*eta*theta - heat*theta**2/(2*temp))
theta_ad = sp.solve(sp.diff(free, theta), theta)[0]
stress_ad = sp.expand(sp.diff(free, eta).subs(theta, theta_ad))
shift2_expr = stress_ad.coeff(eta, 1) - k2s
shift3_expr = 2*stress_ad.coeff(eta, 2) - k3s
assert sp.simplify(shift2_expr - temp*b**2/heat) == 0
assert sp.simplify(shift3_expr + 3*slope*temp*b/heat) == 0
temperature, expansion, specific_heat = 300.0, 2.6e-6, 700.0
K2_temperature_slope = -0.02
volume_heat = density*specific_heat
thermal_stress = expansion*(c11 + 2*c12)*1e9
thermal_values = {temp: temperature, b: thermal_stress,
                  heat: volume_heat, slope: K2_temperature_slope*1e9}
K2_shift = float(shift2_expr.subs(thermal_values))/1e9
K3_shift = float(shift3_expr.subs(thermal_values))/1e9
beta_thermal_shift = -3 - (K3+K3_shift)/(K2+K2_shift) - beta
beta_warm_shift = -3 - K3/(K2+50*K2_temperature_slope) - beta

# Order-of-magnitude phonon relaxation, with unit spread of mode response.
conductivity = 150.0
relaxation_time = 3*conductivity/(volume_heat*speed**2)
relaxing_modulus = volume_heat*temperature
iwt = 1j*omega*relaxation_time
complex_modulus = K2*1e9 + relaxing_modulus*iwt/(1+iwt)
attenuation = abs((omega*np.sqrt(density/complex_modulus)).imag)
attenuation_formula = (relaxing_modulus*omega**2*relaxation_time
                       / (2*K2*1e9*speed))
assert abs(attenuation/attenuation_formula - 1) < 0.01
loss_exponent = attenuation*distance
harmonic_factor = quad(lambda u: np.exp(
    -2*loss_exponent*u - 4*loss_exponent*(1-u)), 0, 1)[0]
assert abs((1-harmonic_factor)/(3*loss_exponent) - 1) < 0.01

print('Rough silicon inputs and [110] result')
print(f'C11, C12, C44 = {c11:.0f}, {c12:.0f}, {c44:.0f} GPa')
print(f'C111, C112, C166 = {c111:.0f}, {c112:.0f}, {c166:.0f} GPa')
print(f'independent constants: order 2 = {count2:.0f}, order 3 = {count3:.0f}')
print(f'K2 = {K2:.1f} GPa')
print(f'C111 contribution to K3 = {c111/4:.1f} GPa')
print(f'C112 contribution to K3 = {3*c112/4:.1f} GPa')
print(f'C166 contribution to K3 = {3*c166:.1f} GPa')
print(f'K3 = {K3:.1f} GPa')
print(f'K3/K2 = {K3/K2:.4f} (dimensionless)')
print(f'beta [110] = {beta:.4f}, rounded {beta:.1f} (dimensionless)')
print(f'beta [100] for comparison = {beta_100:.2f} (dimensionless)')
print(f'beta rounding interval = {round_low:.2f} to {round_high:.2f}')
print(f'beta wider allowance = {wide_low:.2f} to {wide_high:.2f}')
print('Wider allowance: 1% in second-order, 5% in third-order constants')
print('Harmonic-generation example')
print(f'density = {density:.0f} kg/m3')
print(f'frequency = {frequency/1e6:.0f} MHz')
print(f'fundamental amplitude = {amplitude*1e9:.1f} nm')
print(f'distance = {distance*100:.1f} cm')
print(f'longitudinal speed = {speed:.1f} m/s')
print(f'wave number = {wave_number:.1f} 1/m')
print(f'peak displacement gradient = {wave_number*amplitude:.3e}')
print(f'second harmonic, leading formula = {harmonic*1e12:.4f} pm')
print(f'second harmonic, characteristics = {harmonic_char*1e12:.4f} pm')
print(f'steepening distance = {steepening:.3f} m')
print(f'finite-distance correction = {100*(harmonic_char/harmonic-1):.4f} %')
print('Sizes of neglected effects (rough inputs)')
print(f'Gaussian beam radius = {beam_radius*1000:.1f} mm')
print(f'slowness curvature toward [1,-1,0] = {curvatures[0]:.3f}')
print(f'slowness curvature toward [001] = {curvatures[1]:.3f}')
print(f'fundamental diffraction loss = {100*(1-beam_factor):.3f} %')
print(f'temperature = {temperature:.0f} K')
print(f'linear thermal expansion = {expansion:.1e} 1/K')
print(f'specific heat = {specific_heat:.0f} J/(kg K)')
print(f'K2 temperature slope = {K2_temperature_slope:.3f} GPa/K')
print(f'thermal stress coefficient = {thermal_stress/1e6:.3f} MPa/K')
print(f'adiabatic minus isothermal K2 = {K2_shift:.3f} GPa')
print(f'adiabatic minus isothermal K3 = {K3_shift:.2f} GPa')
print(f'corresponding beta shift = {beta_thermal_shift:.3f}')
print(f'beta shift for 50 K warming, K2 only = {beta_warm_shift:.3f}')
print(f'thermal conductivity = {conductivity:.0f} W/(m K)')
print(f'phonon relaxation time = {relaxation_time*1e12:.2f} ps')
print(f'estimated amplitude attenuation = {attenuation:.3f} 1/m')
print(f'second-harmonic attenuation loss = {100*(1-harmonic_factor):.3f} %')
print('finished without a failed check')
```

It prints:

```
Rough silicon inputs and [110] result
C11, C12, C44 = 166, 64, 80 GPa
C111, C112, C166 = -830, -450, -310 GPa
independent constants: order 2 = 3, order 3 = 6
K2 = 195.0 GPa
C111 contribution to K3 = -207.5 GPa
C112 contribution to K3 = -337.5 GPa
C166 contribution to K3 = -930.0 GPa
K3 = -1475.0 GPa
K3/K2 = -7.5641 (dimensionless)
beta [110] = 4.5641, rounded 4.6 (dimensionless)
beta [100] for comparison = 2.00 (dimensionless)
beta rounding interval = 4.42 to 4.71
beta wider allowance = 4.11 to 5.02
Wider allowance: 1% in second-order, 5% in third-order constants
Harmonic-generation example
density = 2330 kg/m3
frequency = 30 MHz
fundamental amplitude = 1.0 nm
distance = 2.0 cm
longitudinal speed = 9148.3 m/s
wave number = 20604.5 1/m
peak displacement gradient = 2.060e-05
second harmonic, leading formula = 4.8442 pm
second harmonic, characteristics = 4.8436 pm
steepening distance = 1.032 m
finite-distance correction = -0.0125 %
Sizes of neglected effects (rough inputs)
Gaussian beam radius = 5.0 mm
slowness curvature toward [1,-1,0] = 0.525
slowness curvature toward [001] = 1.335
fundamental diffraction loss = 0.308 %
temperature = 300 K
linear thermal expansion = 2.6e-06 1/K
specific heat = 700 J/(kg K)
K2 temperature slope = -0.020 GPa/K
thermal stress coefficient = 0.764 MPa/K
adiabatic minus isothermal K2 = 0.107 GPa
adiabatic minus isothermal K3 = 8.44 GPa
corresponding beta shift = -0.047
beta shift for 50 K warming, K2 only = 0.039
thermal conductivity = 150 W/(m K)
phonon relaxation time = 3.30 ps
estimated amplitude attenuation = 0.016 1/m
second-harmonic attenuation loss = 0.096 %
finished without a failed check
```
